The Volkov solution and the effective mass in a plane wave

## Part 1. From the symmetries of the wave to the Volkov spinor

A plane electromagnetic wave looks the same at all points that share one value of the phase φ = k·x. A displacement n with k·n = 0 therefore leaves the Dirac equation of a charged particle in the wave unchanged. Such displacements form a three-dimensional family, and they commute with one another, so the solutions can be chosen to acquire a factor exp(−ip·n) under each of them. This fixes a four-vector p up to the addition of a multiple of k, because k·n = 0 makes such an addition invisible. If the vector potential averages to zero over a cycle, the cycle-averaged momentum Q of the particle can then be expected in the form

Q = p + c k,

with a number c to be found. The wave supplies momentum along its own four-vector k.

More can be said about the square of Q. Let the particle have mass m, and let the wave be linearly polarized with dimensionless peak amplitude a0. For any vector t with k·t = 0, the linear map b → b − (k·b)t + [t·b − (k·b)t²/2]k preserves b² and leaves k fixed, so it is a Lorentz transformation. Applied to p, it keeps k·p and shifts the transverse momentum by −(k·p)t, so it can give the particle any transverse momentum. A polarization vector ε, for which k·ε = 0, goes into ε + (t·ε)k, which is a change of gauge. Apart from a possible dependence on spin, Q² can therefore depend on m, a0 and k·p alone. In classical mechanics k is an inverse length and p is a momentum, and no dimensionless number can be formed from k·p, m and the speed of light. The classical answer must have the form

Q² = m² f(a0).

Reversing the sign of a sinusoidal wave is the same as shifting its phase by half a cycle, which does not affect an average over a full cycle, so f is even in a0. Quantum mechanics adds the constant ħ, and with it the dimensionless number ħk·p/(m²c²) becomes available. Symmetry and dimensions do not exclude a dependence on this number or on spin. The solution of the Dirac equation has to decide that question, and it has to supply the function f.

From here on ħ = c = 1. The metric has signature (+,−,−,−), so b·c = b⁰c⁰ − **b**·**c**, and b² means b·b. The particle has charge q and the wave has the real vector potential A(φ). Charge and potential enter the equation as a product, and it is convenient to write

a(φ) = qA(φ).

This is a four-vector with the dimension of momentum. The sign of the charge is contained in it. A prime denotes a derivative with respect to φ. Two conditions characterize the wave:

k² = 0,  k·a = 0.

The first says that the wave travels in vacuum at the speed of light. The second is a choice of gauge that expresses transversality. The shape of a(φ) is otherwise free for the moment: it may be periodic or a pulse, with one or two polarization components. The wave is a prescribed classical field, so its depletion by the particle and the radiation emitted by the particle are left out.

The Dirac equation is

(i∂̸ − a̸ − m)ψ = 0,

where b̸ = γ^μ b_μ for any four-vector b. The matrices obey γ^μγ^ν + γ^νγ^μ = 2g^{μν}, which gives for any two vectors of ordinary numbers

b̸c̸ + c̸b̸ = 2b·c.

Three consequences carry the derivation. Setting both vectors equal to k gives k̸k̸ = k² = 0. Taking k and a gives k̸a̸ = −a̸k̸, because k·a = 0. Using this sign change once more gives

a̸k̸a̸ = −k̸a̸a̸ = −a²k̸.

The condition k·a = 0 holds at every phase, so k·a′ = 0 as well, and k̸ anticommutes also with a̸′ and with a̸ taken at any other phase.

A first-order equation for four coupled components is easier to solve after it has been squared. Acting on the Dirac equation with i∂̸ − a̸ + m gives

[(i∂̸ − a̸)² − m²]ψ = 0,

since the cross terms in m cancel. The square is expanded with attention to what each derivative acts on:

(i∂̸ − a̸)²ψ = −∂̸∂̸ψ − i∂̸(a̸ψ) − ia̸∂̸ψ + a̸a̸ψ.

In the first term the two derivatives commute, so only the symmetric part of γ^μγ^ν survives and ∂̸∂̸ = ∂². In the last term a̸a̸ = a². The second term needs the product rule. The potential depends on x through φ alone, so ∂_μa_ν = k_μa′_ν, and

∂̸(a̸ψ) = k̸a̸′ψ + γ^μγ^ν a_ν∂_μψ.

The last piece combines with a̸∂̸ψ = γ^νγ^μ a_ν∂_μψ to give 2a·∂ψ. The squared equation is therefore

[−∂² − 2ia·∂ + a² − m² − ik̸a̸′]ψ = 0.

Without the final term this would be the equation of a spinless charged particle. The final term is the coupling of the spin to the electric and magnetic fields of the wave, which are proportional to a′.

The opening symmetry argument now suggests the form of the solution. Under displacements with k·n = 0 the solution should acquire exp(−ip·n), so it must be exp(−ip·x) times a function of φ:

ψ = exp(−ip·x) F(φ).

Here F has four components. The freedom to add a multiple of k to p can be used to impose p² = m²: the replacement p → p + sk changes p² by 2s k·p, and a suitable s exists whenever k·p ≠ 0. The solutions considered here are those with k·p > 0, a condition that does not depend on s because k² = 0. They are the solutions of positive energy: if the wave has frequency ω and p_∥ is the momentum along its direction, then k·p = ω(p⁰ − p_∥), and once p² = m² has been imposed, |p⁰| exceeds |p_∥|, so k·p has the same sign as p⁰.

The derivatives of the trial solution are

∂_μψ = exp(−ip·x) [−ip_μF + k_μF′],

∂²ψ = exp(−ip·x) [−p²F − 2i(k·p)F′ + k²F″].

The second derivative F″ is multiplied by k² = 0 and disappears. This is the point at which a second-order equation becomes a first-order one, and it depends on the wave travelling at the speed of light. In the term with a·∂ the part containing F′ is multiplied by a·k = 0, which leaves

−2ia·∂ψ = exp(−ip·x) [−2(p·a)F].

Insertion of these results, with p² = m², gives

m²F + 2i(k·p)F′ − 2(p·a)F + a²F − m²F − ik̸a̸′F = 0.

The mass terms cancel. Solving for F′ means moving the remaining terms to the right and dividing by 2i(k·p). With the abbreviation

g(φ) = (p·a − a²/2)/(k·p),

the result is the transport equation

F′ = [−ig + k̸a̸′/(2k·p)] F.

The term with g is an ordinary number and changes the phase of F. The other term is a matrix and changes the spinor.

The phase is removed by writing F = exp[−iG(φ)] H(φ), with

G(φ) = ∫₀^φ g(φ′) dφ′.

The lower limit is a convention, and another choice multiplies ψ by a constant phase factor. What remains is

H′ = N′H,  N(φ) = k̸a̸(φ)/(2k·p).

A linear equation with a matrix coefficient usually requires an ordered exponential, because the matrices at different phases need not commute. Here the product of any two of them vanishes. For phases φ₁ and φ₂,

k̸a̸(φ₁) k̸a̸(φ₂) = −k̸k̸ a̸(φ₁)a̸(φ₂) = 0,

where a̸(φ₁) has been moved past k̸ at the cost of a sign, and k̸k̸ = 0 has been used. The same holds with a′ in place of a. The exponential series of N therefore ends after its linear term, and the solution is

H = Λu,  Λ(φ) = 1 + k̸a̸(φ)/(2k·p),

with a constant spinor u. Direct substitution confirms it: the left side is H′ = N′u, and the right side is N′(1 + N)u = N′u because N′N = 0.

This covers all solutions of the equation for H. Since N² = 0,

(1 + N)(1 − N) = 1,

so Λ has the inverse Λ⁻¹ = 1 − N. Any initial value H(0) is reached by choosing u = [1 − N(0)]H(0), and a linear first-order equation has one solution for each initial value.

The function found so far is

ψ = Λ(φ) u exp[−ip·x − iG(φ)].

It solves the squared equation for every constant spinor u. The squared equation is weaker than the Dirac equation, because it also admits functions for which (i∂̸ − a̸ − m)ψ is different from zero and is removed only by the second factor. The first-order equation must therefore be examined again.

The derivative in i∂̸ψ acts on three factors. The exponential contributes p + gk, because ∂_μG = k_μg. The prefactor contributes ik̸Λ′u, and this vanishes, since

k̸Λ′ = k̸k̸a̸′/(2k·p) = 0.

The Dirac operator thus becomes an algebraic matrix at each phase:

(i∂̸ − a̸ − m)ψ = (π̸ − m)Λu exp[−ip·x − iG],

π(φ) = p − a(φ) + k g(φ).

The vector π will turn out to be the kinetic momentum of the particle. The next aim is to move π̸ through Λ. With α = 1/(2k·p), multiplying out gives

π̸Λ = p̸ − a̸ + gk̸ + αp̸k̸a̸ − αa̸k̸a̸ + αg k̸k̸a̸.

The last term is zero. The one before it is +αa²k̸, by the identity a̸k̸a̸ = −a²k̸. The coefficients of k̸ add up to

g + αa² = (p·a − a²/2)/(k·p) + a²/(2k·p) = (p·a)/(k·p) = 2α(p·a),

so that

π̸Λ = p̸ − a̸ + 2α(p·a)k̸ + αp̸k̸a̸.

The product in the opposite order is Λp̸ = p̸ + αk̸a̸p̸. Here p̸ is moved to the left in two steps. The first uses a̸p̸ = 2p·a − p̸a̸, and the second uses k̸p̸ = 2k·p − p̸k̸:

k̸a̸p̸ = 2(p·a)k̸ − k̸p̸a̸ = 2(p·a)k̸ − 2(k·p)a̸ + p̸k̸a̸.

Multiplication by α turns the middle term into −a̸, because 2α(k·p) = 1. Hence

Λp̸ = p̸ − a̸ + 2α(p·a)k̸ + αp̸k̸a̸,

which agrees with π̸Λ term by term. The identity

π̸Λ = Λp̸

gives at once

(π̸ − m)Λu = Λ(p̸ − m)u.

Since Λ is invertible, the Dirac equation holds if and only if

(p̸ − m)u = 0.

The constant spinor must be a free spinor of momentum p. The matrix (p̸ + m)/(2m) is a projector, because p̸p̸ = m², and its trace is 2. There are accordingly two independent choices of u, which are the two spin states, while the squared equation would have allowed four.

The Volkov solution is therefore

ψ_p(x) = [1 + k̸a̸/(2k·p)] u exp{−ip·x − i∫₀^φ [(p·a − a²/2)/(k·p)] dφ′}.

It is a solution for any strength and any shape of the plane wave. When a = 0 the prefactor becomes 1, g vanishes, and the free plane wave remains. For a pulse whose potential a is zero before it arrives, p is the momentum of the particle before the pulse.

The prefactor has a direct meaning. Written as π̸ = Λp̸Λ⁻¹, the identity above says that conjugation with Λ carries p into π(φ). The same commutation steps, applied to an arbitrary vector b, show that conjugation with Λ turns the slashed matrix of b into that of b − (k·b)t + [t·b − (k·b)t²/2]k, with t = a/(k·p). This linear map preserves b², so Λ is the spinor form of a Lorentz transformation, and for b = p it gives π. The same transformation leaves k unchanged: k̸ multiplied by k̸a̸ gives zero from either side, so Λk̸Λ⁻¹ = k̸. It belongs to the family of transformations used in the opening argument. At each phase, then, Λu is the free spinor appropriate to the instantaneous momentum π.

The prefactor and the phase depend differently on the frequency. If k is multiplied by a constant at fixed p and fixed amplitude, the ratio k̸/(k·p) does not change, so the strength of the prefactor does not depend on frequency. The function g contains 1/(k·p) without a compensating k, so the phase gained per cycle grows as the frequency falls.

A numerical case shows the role of each part. In units of m, take a0 = 1.5, ω = 0.1, a wave along z polarized along x, and a free momentum with components 0.3 along x and −0.5 along z. The solution was differentiated numerically at five points in spacetime. The remainder of the Dirac equation, relative to the norm of ψ and in units of m, was at most 2.6 × 10⁻¹¹. A two-component pulse gave at most 2.4 × 10⁻¹¹. At one further point the same phase without the prefactor left a remainder of 1.24. With the prefactor restored but u replaced by an arbitrary constant spinor, the squared equation was satisfied to 7 × 10⁻¹¹, while the Dirac equation failed by 2.12. The prefactor and the condition on u are both needed.

## Part 2. Current, averaged momentum and the effective-mass shell

The symbols carried over are these. The wave has null four-vector k, phase φ = k·x and potential a = qA with k·a = 0, and ħ = c = 1. The label p satisfies p² = m², and u is a free spinor with (p̸ − m)u = 0. The Volkov solution is

ψ = Λu exp[−ip·x − iG],  Λ = 1 + k̸a̸/(2k·p),

where G is the integral of g from 0 to φ, and

g = (p·a − a²/2)/(k·p),  π = p − a + kg.

The inverse of the prefactor is Λ⁻¹ = 1 − k̸a̸/(2k·p), and π̸ψ = mψ at every phase.

To identify π as a physical momentum, one needs the current ψ̄γ^μψ, with ψ̄ = ψ†γ⁰. The Dirac adjoint of a matrix M is γ⁰M†γ⁰. It leaves each γ^μ unchanged and reverses the order of products. Since k and a are real, the adjoint of Λ is

1 + a̸k̸/(2k·p) = 1 − k̸a̸/(2k·p) = Λ⁻¹.

The phases cancel between ψ̄ and ψ, and so do the prefactors:

ψ̄ψ = ūΛ⁻¹Λu = ūu.

The spinor is normalized here to ūu = 1. The adjoint of π̸ψ = mψ is ψ̄π̸ = mψ̄. Placing γ^μπ̸ + π̸γ^μ between ψ̄ and ψ can then be evaluated in two ways. Letting π̸ act on its neighbouring spinor gives 2mψ̄γ^μψ. The anticommutation rule gives 2π^μψ̄ψ = 2π^μ. Therefore

ψ̄γ^μψ = π^μ/m.

The current does not depend on the spin state, and it is the current of a particle with momentum π. This momentum lies on the ordinary mass shell at every phase. Squaring it, with k² = 0 and k·a = 0, gives

π² = p² + a² − 2p·a + 2(k·p)g = m² + a² − 2p·a + 2p·a − a² = m².

It also obeys the classical equation of motion. Along a classical orbit with proper time τ, dx/dτ = π/m, so

dφ/dτ = k·π/m = k·p/m.

The second equality holds because k·a = 0 and k² = 0. The phase thus advances uniformly in proper time. Differentiating g gives g′ = (p·a′ − a·a′)/(k·p) = (π·a′)/(k·p), where k·a′ = 0 has been used, and hence

dπ^μ/dτ = (k·p/m)(−a′^μ + k^μg′) = (1/m)[k^μ(a′·π) − a′^μ(k·π)].

The bracket is qF^{μν}π_ν, because qF^{μν} = ∂^μa^ν − ∂^νa^μ = k^μa′^ν − k^νa′^μ. This is the Lorentz force.

Now let the wave be periodic, and let angle brackets denote the average over φ from 0 to 2π. Because φ is proportional to τ, this is also the average over proper time. For linear polarization with zero mean, take

a^μ = m a0 ε^μ cos φ,  ε² = −1,  ε·k = 0.

The number a0 is the peak value of |qA|/m, which in ordinary units is the peak of |qA|/(mc). The term p·a in g averages to zero because ⟨cos φ⟩ = 0. The quadratic term survives:

⟨g⟩ = −⟨a²⟩/(2k·p).

The averaged momentum Q = ⟨π⟩ is therefore

Q = p − k⟨a²⟩/(2k·p).

The polarization vector is spacelike, so a² = −m²a0² cos²φ is negative. With ⟨cos²φ⟩ = 1/2,

⟨a²⟩ = −m²a0²/2,

Q = p + [m²a0²/(4k·p)] k.

The two minus signs combine, and the wave pushes the particle forward along its own direction. The square has no k² term, so only the cross term adds to p²:

Q² = m² + 2(k·p) m²a0²/(4k·p) = m² + m²a0²/2.

The factor k·p cancels. This settles the question that the dimensional argument left open: neither ħk·p/(m²c²) nor the spin enters. The averaged momentum lies on a shell with effective mass

m* = m √(1 + a0²/2).

In the numerical case, in units of m, p⁰ = √(1 + 0.09 + 0.25) = 1.15758 and k·p = 0.1 × (1.15758 + 0.5) = 0.165758. The time and z components of the shift are both

2.25 × 0.1/(4 × 0.165758) = 0.33935.

This gives Q⁰ = 1.15758 + 0.33935 = 1.49693 and Q_z = −0.5 + 0.33935 = −0.16065, while Q_x stays at 0.3. The square is

Q² = 2.2408 − 0.0900 − 0.0258 = 2.1250,

in agreement with 1 + 2.25/2. The effective mass is 1.4577 m, which for an electron is a rest energy of 744.90 keV in place of 510.999 keV.

The particle's own mass has not changed, since π² = m² throughout. What differs is the order of squaring and averaging. Write π = Q + δπ, where δπ = −a + k(g − ⟨g⟩) has zero average. Then ⟨π²⟩ = Q² + ⟨δπ²⟩, and since δπ² = a²,

Q² = m² − ⟨a²⟩.

The increase in effective mass comes from the oscillating transverse momentum. In the frame where the spatial part of Q vanishes, m* is the phase-averaged energy of a particle that moves but has no net drift. In that frame p has no transverse part, and the gauge can be chosen so that a is purely transverse, hence p·a = 0. With k·p = k·Q = ωm*, where ω is now the frequency in this frame, the components along the polarization and along the wave are

π_x = −m a0 cos φ,  π_z = [m²a0²/(4m*)] cos 2φ.

Integration of dx/dφ = π_x/(k·p), and likewise for z, gives

x = −[m a0/(ωm*)] sin φ,  z = [m²a0²/(8ωm*²)] sin 2φ,

apart from constants. The orbit is a figure of eight, because z completes two oscillations while x completes one.

For weak waves the square root expands to m* ≈ m(1 + a0²/4). The added energy ma0²/4 is the mean kinetic energy of a slow particle with velocity amplitude a0, namely (m/2)(a0²/2). At a0 = 0.1 the full expression gives 1.002497 m, against 1.0025 m from the expansion. At a0 = 1 it gives 1.2247 m, and the expansion is 2.1% too high relative to this value. For strong waves m* approaches ma0/√2. At a0 = 3 that limit gives 2.121 m, which is 9.5% below the full value of 2.345 m. At each of these amplitudes three different momenta p were tested, and all gave the same effective mass.

The vector Q also describes how the wave function behaves under translation. Let n be a displacement with k·n = 2π, so that φ increases by one cycle. The prefactor returns to its old value. The phase −p·x − G changes by −p·n − 2π⟨g⟩, because the integral of g over any full cycle is 2π⟨g⟩. Replacing 2π by k·n gives

ψ(x + n) = exp[−i(p + k⟨g⟩)·n] ψ(x).

For a potential with zero mean, p + k⟨g⟩ = Q. This is the analogue of Bloch's theorem for a crystal, and it is the reason for calling Q a quasi-momentum. In the numerical case the extra phase per cycle is

2π⟨g⟩ = 2π × 2.25/(4 × 0.165758) = 21.32 rad.

Translation alone determines the quasi-momentum up to an integer multiple of k, since exp(−isk·n) = exp(−2πis) = 1 for integer s. The alternatives lie on different shells:

(Q + sk)² = m*² + 2s k·p.

The effective mass therefore belongs to the representative singled out by the averaged current.

The ambiguity has a physical use. The periodic part of ψ can be expanded in a Fourier series, which makes ψ a sum of terms proportional to exp[−i(Q + sk)·x]. Consider the emission of one photon of momentum k′, to first order in the coupling to the emitted field. The amplitude contains an integral over all spacetime, and it vanishes unless

Q + sk = Q′ + k′

for some integer s, where Q′ is the final quasi-momentum. Both Q and Q′ lie on the shell m*, because that shell does not depend on p. Squaring Q′ = Q + sk − k′ and cancelling m*² gives

k′·(Q + sk) = s k·Q.

In the frame where the spatial part of Q vanishes, let ω be the wave frequency, ω′ the emitted frequency and θ the angle between the two directions. Then

ω′ = sωm*/[m* + sω(1 − cos θ)].

For s = 1 this is the Compton formula with m* in place of m. The effective mass thus enters the conservation law that fixes the emitted frequencies.

The expression for m* depends on the conditions stated for the potential. If a has a nonzero mean, the average of π is p − ⟨a⟩ + k⟨g⟩, with ⟨g⟩ = (p·⟨a⟩ − ⟨a²⟩/2)/(k·p). Its square is

⟨π⟩² = m² + ⟨a⟩² − 2p·⟨a⟩ + 2p·⟨a⟩ − ⟨a²⟩ = m² − (⟨a²⟩ − ⟨a⟩²).

The variance of the potential enters, and a constant added to a has no effect on the shell. With an added mean of 0.6 m along x, the squared average is still 2.125 m². The translation vector p + k⟨g⟩, however, equals ⟨π⟩ + ⟨a⟩ and differs from the kinetic average. A constant potential b is a matter of gauge: adding b to a while multiplying ψ by exp(−ib·x) leaves the current unchanged, but it moves the label from p to p + b, up to a multiple of k. At fixed p, as in the example, the averaged momentum does change, from 0.3 m to 0.3 m − 0.6 m = −0.3 m along x, while its square stays the same.

For circular polarization with the same peak amplitude, the two components give a² = −m²a0²(cos²φ + sin²φ) = −m²a0² at every phase. The factor 1/2 is then absent, and

Q² = m²(1 + a0²).

For a0 = 1.5 this is 3.25 m². The two cases agree when expressed through the mean square amplitude, which is a0²/2 for linear and a0² for circular polarization.

The kind of average matters as well. Laboratory time t advances unevenly with phase whenever the energy π⁰ varies during the cycle, because dt/dτ = π⁰/m and dφ/dτ = k·p/m give

dt/dφ = π⁰/(k·p).

One cycle lasts 2πQ⁰/(k·p), and the displacement during it is 2π**Q**/(k·p). The drift velocity is the ratio **Q**/Q⁰, as for a free particle of mass m*. In the numerical case the cycle lasts 6.28319 × 1.49693/0.165758 = 56.74 in units of 1/m. The drift velocity is 0.3/1.49693 = 0.2004 along x and −0.16065/1.49693 = −0.1073 along z, in units of the speed of light.

The average energy over laboratory time is a different quantity. Each phase is weighted by π⁰, which gives

⟨(π⁰)²⟩/⟨π⁰⟩ = Q⁰ + ⟨(π⁰ − Q⁰)²⟩/Q⁰.

This exceeds Q⁰ whenever the energy varies during the cycle, because the particle spends more laboratory time on the parts of the cycle where its energy is high. In the numerical case the kinetic energy-momentum has time component 1.565 m at φ = 0, 1.158 m at φ = π/2 and 2.108 m at φ = π. The values at 0 and π differ because p·a changes sign between them. The laboratory-time average is 1.5600 m, which is 4.2% above Q⁰. A direct integration of the Lorentz force in laboratory time was tested against the spinor current along the orbit, and it reproduced the drift velocity and both energy averages. The values are collected in the numerical output below.

Other departures concern the wave itself. In a medium k² differs from zero, so the second derivative F″ no longer drops out and the prefactor series no longer ends by the argument used here. In a focused beam the field varies across the wavefront, and the three translation symmetries that supplied p no longer all hold. In a finite pulse the particle has no permanent effective mass: once a has returned to zero, π is again equal to p. During the pulse the formula with the variance still applies to an average over any chosen interval of phase, since its derivation used only the linearity of the average. The value m√(1 + a0²/2) is then a good description of one cycle if the amplitude hardly changes during that cycle.

Computed results

```
Natural units: hbar = c = m = 1; four-vectors as (t x y z)
peak amplitude a0 (dimensionless): 1.50
wave frequency (m): 0.10
free momentum p (m): 1.15758 0.30000 0.00000 -0.50000
k.p (m^2): 0.165758
kinetic momentum at phase 0 (m): 1.56480 -1.20000 0.00000 -0.09278
kinetic momentum at phase pi/2 (m): 1.15758 0.30000 -0.00000 -0.50000
kinetic momentum at phase pi (m): 2.10776 1.80000 -0.00000 0.45018
shift Q - p (m): 0.33935 0.00000 -0.00000 0.33935
cycle-averaged momentum Q (m): 1.49693 0.30000 -0.00000 -0.16065
Q.Q (m^2): 2.125000
average of squared kinetic momentum (m^2): 1.000000
effective mass (m): 1.457738
electron rest energy (keV): 510.999
effective rest energy for an electron (keV): 744.90
extra Volkov phase integral per cycle (rad): 21.32195
laboratory duration of one cycle (1/m): 56.7423
drift velocity x y z (c): 0.20041 0.00000 -0.10732
phase-averaged energy from classical orbit (m): 1.49693
laboratory-time-averaged energy (m): 1.56002
effective mass at a0 = 0.1 (m): 1.002497
effective mass at a0 = 1.0 (m): 1.224745
effective mass at a0 = 3.0 (m): 2.345208
mean potential in shifted case, x component (m): 0.600
shifted case, squared mean kinetic momentum (m^2): 2.125000
circular case, squared mean kinetic momentum (m^2): 3.250000
largest relative Dirac residual, periodic wave: 2.6e-11
largest relative Dirac residual, pulse: 2.4e-11
relative Dirac residual without prefactor: 1.238
arbitrary spinor, first-order relative residual: 2.123
arbitrary spinor, squared-equation residual: 7.0e-11
```
